# Born charges and the polarisation of an open-circuit film

## Question

I have a model of an insulating film: ten layers, 0.4 nm apart, with lateral cell area 0.16 nm². The parameters are round numbers in the range of a perovskite-oxide ferroelectric. In every layer the cation is displaced upwards by 0.5 pm relative to the anions. The film stands in vacuum, without electrodes, free surface charge or applied field.

The Born charge of the cation, from a bulk calculation, is 6.504. Charge times displacement, divided by the cell volume, gives 0.81 µC/cm². The dipole moment of the self-consistent film, divided by its volume, gives 0.17 µC/cm². The displacements are the same in both. Which number is the polarisation, and where does the difference come from? I expected a factor $\epsilon_\infty=5.66$ if screening was to blame, but the ratio is 4.7.

## Answer

The two numbers belong to different electrical conditions. The first is the polarisation the film would have with these displacements and no macroscopic field inside. Your film does have a field inside, and its electrons respond to it. That response accounts for a factor $\epsilon_\infty$ in the interior. The remaining discrepancy comes from the surface layers.

### What the Born charge leaves out

Let $z$ be the film normal, $u$ the cation displacement, $\Omega$ the cell volume, $e>0$, and $E$ the macroscopic field. The Born charge is a derivative at fixed field,

$$Z^*=\frac{\Omega}{e}\left.\frac{\partial P}{\partial u}\right|_{E=0}.$$

It includes the electronic rearrangement caused by moving the ion, but not the rearrangement caused by a macroscopic field. The second needs its own coefficient, the clamped-ion dielectric constant $\epsilon_\infty$ along $z$:

$$\epsilon_0(\epsilon_\infty-1)=\left.\frac{\partial P}{\partial E}\right|_{u}.$$

The undisplaced crystal is centrosymmetric and has nonpolar, neutral layers, so $P=0$ at $u=E=0$. To first order,

$$P=P_0+\epsilon_0(\epsilon_\infty-1)E,\qquad P_0=\frac{Z^*eu}{\Omega}.\tag{1}$$

Your product is $P_0$. It equals $P$ if $E=0$.

### The field in the film

For a laterally uniform film without free charge, the normal component of $D=\epsilon_0E+P$ is continuous through the surface. Outside there is neither field nor polarisation, so $D=0$ inside too, and $\epsilon_0E=-P$. Put this into (1):

$$P=P_0-(\epsilon_\infty-1)P .$$

Moving the last term to the left gives $\epsilon_\infty P=P_0$, hence

$$P=\frac{P_0}{\epsilon_\infty},\qquad E=-\frac{P_0}{\epsilon_0\epsilon_\infty}.\tag{2}$$

The field points against the polarisation. The effective charge that converts displacement into polarisation at $D=0$ is $Z^*/\epsilon_\infty$, the Callen charge. Here it is $6.504/5.662=1.149$.

The field must be found together with $P$. Using $E=-P_0/\epsilon_0$ would overestimate it by the factor $\epsilon_\infty$, because the electronic response has already reduced the surface charge that produces the field.

### Numbers for the interior

With $\Omega=0.4\times0.16=0.064$ nm³,

$$P_0=\frac{6.504\,(1.602\times10^{-19}\,\mathrm C)(0.5\times10^{-12}\,\mathrm m)}{6.4\times10^{-29}\,\mathrm{m^3}}=0.814\ \mathrm{\mu C/cm^2},$$

$$P=\frac{0.814}{5.662}=0.144\ \mathrm{\mu C/cm^2}.$$

The field has magnitude 1.62 MV/cm; the estimate $P_0/\epsilon_0$ would be 9.2 MV/cm. The electronic response to the field contributes $0.144-0.814=-0.670$ µC/cm², which cancels most of $P_0$.

### Why your ratio is 4.7

You divided the whole dipole by the whole volume, which gives 0.173 µC/cm², 20.7 % more than the interior value. This figure and the surface numbers below are for charge sheets of Gaussian width 0.05 nm; the excess is 21.9 % at 0.03 nm and 23.2 % at 0.01 nm. To isolate the interior, compare two films of different thickness: the dipole gained per added volume contains no surface part once both are thick enough. Films of 16 and 24 layers give 0.1437 µC/cm² this way, 0.065 % below the linear result (2).

The excess amounts to $0.207\times10\approx2.1$ interior layers' worth of dipole, or about one per surface. If this excess stays fixed as the film grows, the average exceeds the interior value by about 10 % at 20 layers.

The reason is that an end layer has lost the bonds on one side, which has two opposite effects. With the electrostatic potential switched off, the film's dipole is $2.753eu$ smaller than that of ten bulk cells, because the missing bonds no longer contribute to the Born charge. But the electronic response to the field, which opposes the dipole, is also weaker, by $5.127eu$ in total. The lost screening wins, and the net excess is $2.374eu$, or 2.1 interior layers at the self-consistent $1.148eu$ each. An isolated layer is the extreme case: it has no hopping at all, so its dipole is the bare $4eu$.

### Both coefficients from the electrons

The model is simple enough to derive $Z^*$ and $\epsilon_\infty$ explicitly. Each layer has a cation orbital A at energy $+\Delta$ and an anion orbital B at $-\Delta$, with two electrons per cell. The core charges are $Q=+4$ and $-2$. Electrons hop between A and B of adjacent layers. Moving A up strengthens its bond to the upper B and weakens that to the lower one, so the hoppings are $te^{\pm\beta u/c}$, with $c$ the layer spacing. With $\theta=kc$ the Hamiltonian is

$$H=\begin{pmatrix}\Delta&h+ig\\h-ig&-\Delta\end{pmatrix},\quad h=2t\cos\theta,\quad g=\frac{2t\beta u}{c}\sin\theta,$$

to first order in $u$. This follows from expanding $te^{\beta u/c}e^{i\theta}+te^{-\beta u/c}e^{-i\theta}$.

At $u=0$ the energies are $\pm w$, with $w=\sqrt{\Delta^2+h^2}$. Define $\tan\varphi=h/\Delta$. The upper and lower states are

$$|c\rangle=\begin{pmatrix}\cos\frac\varphi2\\ \sin\frac\varphi2\end{pmatrix},\qquad |v\rangle=\begin{pmatrix}-\sin\frac\varphi2\\ \cos\frac\varphi2\end{pmatrix}.$$

Differentiation gives $\partial_k|v\rangle=-\frac{\varphi'}2|c\rangle$ and $\partial_k|c\rangle=\frac{\varphi'}2|v\rangle$, where

$$\varphi'=\frac{\Delta\,\partial_kh}{w^2}=-\frac{2\Delta tc\sin\theta}{w^2}.$$

**Dielectric constant.** The position operator acts as $i\partial_k$, so its matrix element between the bands has magnitude $|\varphi'|/2$. The perturbation $eEz$ lowers the energy of one electron by $e^2E^2(\varphi'/2)^2/(2w)$. Equating this to $\frac12\alpha E^2$ gives $\alpha=e^2\varphi'^2/(4w)$ per electron. Two electrons give $e^2\varphi'^2/(2w)$. Inserting $\varphi'$ and averaging over $\theta$,

$$\epsilon_\infty=1+\frac{e^2}{\epsilon_0\Omega}\,2\Delta^2t^2c^2\left\langle\frac{\sin^2\theta}{w^5}\right\rangle.$$

**Born charge.** The terms $\pm ig$ form a perturbation $\delta H$ with $\delta H|v\rangle=ig|c\rangle$. The lower state therefore becomes $|v\rangle+a|c\rangle$ with $a=ig/(-2w)$. The electron's centre is the average over $k$ of $i\langle v|\partial_kv\rangle$, and its first-order change is the average of

$$i\left[a^*\langle c|\partial_kv\rangle+a\langle v|\partial_kc\rangle\right]=\frac{i\varphi'}{2}(a-a^*)=\frac{\varphi'g}{2w}=-\frac{2\Delta t^2\beta u\sin^2\theta}{w^3}.$$

The electrons move down when the cation moves up. Two electrons of charge $-e$ thus add a positive dipole. The displaced cation also carries its core charge and its own electrons, $n_A=2\langle\sin^2(\varphi/2)\rangle=\langle1-\Delta/w\rangle$ in number. Altogether,

$$Z^*=Q-\left\langle1-\frac{\Delta}{w}\right\rangle+4\Delta t^2\beta\left\langle\frac{\sin^2\theta}{w^3}\right\rangle.$$

For $\Delta=1.6$ eV, $t=0.8$ eV and $\beta=7$, the static part is 3.835 and the hopping part 2.670. Their sum, taken before rounding, is 6.504.

No local-field correction enters at first order. An undisplaced layer is a mirror plane of the bulk. With the other held at zero, reversing $E$ or $u$ is equivalent to the mirror operation, which leaves each site's charge and the potential difference between A and B of one layer unchanged. First-order changes of these quantities would have to reverse sign, so they vanish. This assumes they are smooth in $u$, which holds for charge sheets of finite width; infinitely thin sheets give a term in $|u|$ that lowers the interior $P$ by about 9 % at 0.5 pm. The only first-order potential the electrons feel is then the step from layer to layer, which is the macroscopic field times $c$ and is already counted in (1).

### Is the field response really the cause?

The film can be solved without assuming (1) or (2), by treating its charges as laterally uniform sheets of Gaussian width 0.05 nm and letting the electrons adjust to their potential. I did this at $u=0.1$ pm, again taking the interior polarisation from films of 16 and 24 layers:

- For $t=0.4$ eV, $P_0/P=2.5401$; the formula gives $\epsilon_\infty=2.5400$.
- For $t=0.8$ eV, $P_0/P=5.6624$; the formula gives $\epsilon_\infty=5.6622$.
- If the electrons still respond to the displacement but feel no electrostatic potential, $P/P_0=1.00000$ in both cases.

The reduction follows $\epsilon_\infty$ when the hopping changes, and it disappears when the electrons do not feel the field.

### Free charge on the surfaces

Electrodes or adsorbed charge make $D$ nonzero. Then $\epsilon_0E=D-P$, and (1) becomes $P=P_0+(\epsilon_\infty-1)(D-P)$. Collecting $P$ on the left,

$$P=\frac{P_0+(\epsilon_\infty-1)D}{\epsilon_\infty}.\tag{3}$$

For $D=P_0$ the field vanishes and $P=P_0$: your first number describes ideal short circuit. This needs a free sheet charge of $5.1\times10^{12}$ elementary charges per cm², positive on one surface and negative on the other. Half of it gives $P/P_0=(1+4.662\times0.5)/5.662=0.59$.

A periodic supercell without a dipole correction is an intermediate case. Let the film have thickness $d$ and the vacuum gap thickness $v$, with zero total voltage across the cell. The field is $D/\epsilon_0$ in the vacuum and, from (3), $(D-P_0)/(\epsilon_0\epsilon_\infty)$ in the film. Zero voltage requires

$$\frac{d(D-P_0)}{\epsilon_\infty}+vD=0\quad\Rightarrow\quad D=\frac{P_0d}{d+\epsilon_\infty v}.$$

The same condition gives $\epsilon_0E=-vD/d$ in the film, so

$$P=D-\epsilon_0E=D\,\frac{d+v}{d}=P_0\,\frac{d+v}{d+\epsilon_\infty v}.$$

With no vacuum this is $P_0$; with very thick vacuum it tends to $P_0/\epsilon_\infty$. For $v=d$ it is $2/6.662=0.30$ of $P_0$. This neglects the surface excess discussed above; the self-consistent ten-layer film with $v=d$ gives 0.32 in the interior and 0.34 averaged over the film.

### Which displacement to insert

Use the displacements present in the open-circuit film. Those of a short-circuited crystal are generally different, because the field also pushes on the ions. For a harmonic mode with force constant $K$ at $E=0$, the energy function at fixed field, per cell, is

$$G=\tfrac12Ku^2-Z^*euE-\tfrac12\epsilon_0(\epsilon_\infty-1)\Omega E^2 .$$

Its field derivative reproduces (1) through $P=-\Omega^{-1}\partial G/\partial E$. The force is $-\partial G/\partial u=-Ku+Z^*eE$. Substituting $E$ from (2),

$$-\left(K+\frac{(Z^*e)^2}{\epsilon_0\epsilon_\infty\Omega}\right)u .$$

Open circuit stiffens the mode. If $K<0$, as for a ferroelectric instability, the added term can remove the instability. This change of $u$ is separate from the factor $\epsilon_\infty$, which applies at fixed $u$.

### Where the result stops applying

**Voltage.** The film must remain insulating. The voltage across your film is 0.78 V, well below the bulk gap of 3.2 eV divided by $e$, and the film's orbital gap is still 2.79 eV. The interior field alone would produce a voltage equal to the gap at a thickness of 19.7 nm. Near that thickness charge begins to transfer between the surfaces, and $D=0$ no longer holds. For a displacement of 10 pm, linear scaling puts this limit at about 1 nm. That is only a rough guide for so few layers: the self-consistent three-layer film, 1.2 nm thick, still has an orbital gap of 1.1 eV.

**Domains.** Equation (2) assumes lateral uniformity. Suppose instead that the zero-field polarisation is $P_0\cos(qx)$ along $z$, with isotropic $\epsilon_\infty$. The potential inside is $A\sinh(qz)\cos(qx)$, with $z=0$ at mid-film, and it decays as $e^{-q|z|}$ outside. With $X=qd/2$, continuity of the potential and of $D_z$ at the upper surface gives

$$P_0-\epsilon_0\epsilon_\infty qA\cosh X=\epsilon_0qA\sinh X .$$

The mid-film field at a crest is $-qA$. Solving for $A$ and inserting the field in (1),

$$\frac{P}{P_0}=1-\frac{\epsilon_\infty-1}{\epsilon_\infty\cosh X+\sinh X}.$$

Wide domains, $X\to0$, recover $1/\epsilon_\infty=0.177$. Narrow ones, $X\to\infty$, approach 1. For a period of 8 nm in your 4 nm film, $X=\pi/2$ and this mid-film ratio is 0.72, four times the uniform value. The field is stronger near the surfaces. Averaging it through the thickness multiplies the subtracted term by $\sinh X/X$, which gives 0.59 at the crest. These values need the isotropic $\epsilon_\infty$. The model above has no lateral hopping, so its in-plane dielectric constant is 1, and the two numbers become 0.46 and 0.42.

**Nonlinearity and temperature.** A rough thermal displacement amplitude is 10 pm, twenty times your mean displacement. In the model, with charge sheets of Gaussian width 0.05 nm, a uniform displacement of that size at zero field raises $\epsilon_\infty$ from 5.66 to 6.17 and $P_0$ by 2.7 % above its linear value. (The output lists 6.15, taken at $D$ equal to the linear $P_0$, which leaves a field of about 0.8 MV/cm.) These shifts depend on the assumed width: at 0.03 nm, $\epsilon_\infty$ becomes 6.85 and $P_0$ rises by 6.2 %. Thermal displacements vary from cell to cell, so this indicates a scale and is not a thermal average. Thermally excited electrons at 300 K number about $5\times10^{-9}$ per cm² in the defect-free model, negligible beside the $5\times10^{12}$ per cm² needed for compensation.

### Compared with a real oxide film

A cell of 0.4 nm, a gap near 3 eV, $\epsilon_\infty$ of 5 to 6 and a cation Born charge of 6 to 7 are roughly typical of perovskite-oxide ferroelectrics. Your displacement is not: theirs are of order 10 pm, so yours represents a small residual polarisation. Your field is 0.54 of a rough 3 MV/cm breakdown scale, whereas a uniform 10 pm displacement at open circuit would give about 32 MV/cm by linear scaling. A real film with such a displacement therefore needs compensating charge or domains. The assumption most exposed in a device is $D=0$: if electrodes supply 90 % of the charge needed for ideal short circuit, then $D=0.9P_0$ and (3) gives $P/P_0=(1+4.662\times0.9)/5.662=0.92$ instead of 0.18. So establish $D$ before choosing the charge: $Z^*$ for zero internal field, $Z^*/\epsilon_\infty$ for zero $D$, and (3) in between. The numerical output below lists most of the values used here.

## Table of computed values

```
TESTS in the linear regime, u = 0.10 pm
hopping 0.4 eV:
  Born charge, Berry phase / formula: 4.7488 / 4.7488
  eps_inf, film / formula: 2.5402 / 2.5400
  P0/P in open-circuit film: 2.5401
  P/P0, electrons feel no field: 1.00000
hopping 0.8 eV:
  Born charge, Berry phase / formula: 6.5043 / 6.5043
  eps_inf, film / formula: 5.6624 / 5.6622
  P0/P in open-circuit film: 5.6624
  P/P0, electrons feel no field: 1.00000
EXAMPLE inputs
layer spacing: 0.40 nm; lateral area: 0.16 nm^2
Delta: 1.6 eV; hopping: 0.8 eV; beta: 7.0
core charges A, B: +4, -2 e
sheet width: 0.05 nm
cells: 10; thickness: 4.0 nm
displacement u: 0.50 pm; bulk gap: 3.20 eV
EXAMPLE results
static charge of A: 3.835 e
hopping part of Born charge: 2.670 e
Born charge: 6.504 e; Callen charge: 1.149 e
eps_inf: 5.662
naive polarisation P0: 0.8141 uC/cm2
P0/eps_inf: 0.1438 uC/cm2
self-consistent interior P: 0.1437 uC/cm2
P averaged over whole film: 0.1734 uC/cm2
depolarising field magnitude: 1.624 MV/cm
wrong field P0/eps0: 9.195 MV/cm
voltage across film: 0.783 V
free sheet charge restoring P0: 5.081e+12 e/cm2
SIZE of corrections and limits
interior P, nonlinear shift: -0.065 %
interior P, shift with smaller films: 0.0000 %
whole-film average vs interior: 20.68 %
rough breakdown field (input): 3.0 MV/cm
field / rough breakdown field: 0.54
thickness where voltage equals gap: 19.7 nm
same for u = 10 pm (linear): 0.99 nm
orbital gap of the film: 2.789 eV
thermal electrons at 300 K: 4.7e-09 /cm2
rough thermal amplitude (input): 10 pm
  eps_inf at that uniform displacement: 6.148
  P0 there / linear P0: 1.0267
stripe period (input): 8.0 nm
  mid-film P/P0 at crest: 0.718; uniform film: 0.177
```
